# Erf-attenuated repulsion integrals over Gaussians from scaled Boys functions: a numerical check

```python
"""
Result under test: integrals of erf(omega r12)/r12 over Gaussians follow from
those of 1/r12 by replacing the Boys function F_m(T) with
    G_m(T) = s**(m+1/2) * F_m(s*T),   s = omega**2/(omega**2 + rho).
Symbols (atomic units): exponents a,b,c,d on centres A,B,C,D; p=a+b, q=c+d;
P,Q = exponent-weighted centres; rho = p*q/(p+q); T = rho*|P-Q|**2;
F_m(T) = integral over t from 0 to 1 of t**(2m) * exp(-T*t*t).
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.spatial.distance import cdist
from scipy.special import erf, gamma, gammainc
from pyscf import gto, scf


def boys(m, T):
    T = np.asarray(T, dtype=float)
    safe = np.where(T < 1e-10, 1.0, T)
    regular = gamma(m + 0.5) * gammainc(m + 0.5, safe) / (2 * safe**(m + 0.5))
    return np.where(T < 1e-10, 1 / (2*m + 1) - T / (2*m + 3), regular)


def attenuated_boys(m, T, s):
    return s**(m + 0.5) * boys(m, s * T)


def cartesian_powers(l):
    return [(x, y, l - x - y) for x in range(l, -1, -1)
            for y in range(l - x, -1, -1)]


def hermite_coefficient(i, j, t, a, b, AB):
    """Coefficient of the t-th Hermite Gaussian in a 1D product, AB = A - B."""
    if i < 0 or j < 0 or t < 0 or t > i + j:
        return 0.0
    p = a + b
    if i == j == 0:
        return np.exp(-a * b / p * AB**2)
    if j == 0:
        low, shift = (i - 1, j), -b / p * AB
    else:
        low, shift = (i, j - 1), a / p * AB
    return (hermite_coefficient(*low, t - 1, a, b, AB) / (2 * p)
            + shift * hermite_coefficient(*low, t, a, b, AB)
            + (t + 1) * hermite_coefficient(*low, t + 1, a, b, AB))


def hermite_matrix(l1, l2, a, b, A, B):
    indices = [h for l in range(l1 + l2 + 1) for h in cartesian_powers(l)]
    rows = [[np.prod([hermite_coefficient(i[k], j[k], h[k], a, b, A[k] - B[k])
                      for k in range(3)]) for h in indices]
            for i in cartesian_powers(l1) for j in cartesian_powers(l2)]
    return np.array(rows), indices


# ---- model quartet -------------------------------------------------------
a, b, c, d = exponents = (1.8, 1.2, 0.9, 0.6)
A, B, C, D = centres = np.array([[0.0, 0.0, 0.0], [0.5, -0.2, 0.3],
                                 [1.4, 0.6, -0.4], [1.7, 0.3, 0.6]])
omega = 0.5
p, q = a + b, c + d
P, Q = (a*A + b*B) / p, (c*C + d*D) / q
R = P - Q
rho = p * q / (p + q)
T = rho * R @ R
s = omega**2 / (omega**2 + rho)
prefactor = 2 * np.pi**2.5 / (p * q * np.sqrt(p + q))


def formula_integrals(ls, table):
    """All integrals of a shell quartet; table(m) supplies F_m or its substitute."""
    bra, bra_idx = hermite_matrix(ls[0], ls[1], a, b, A, B)
    ket, ket_idx = hermite_matrix(ls[2], ls[3], c, d, C, D)

    @lru_cache(maxsize=None)
    def derivative(h, n):
        if min(h) < 0:
            return 0.0
        if sum(h) == 0:
            return (-2 * rho)**n * float(table(n))
        k = next(i for i in range(3) if h[i] > 0)
        one = tuple(h[i] - (i == k) for i in range(3))
        two = tuple(h[i] - 2 * (i == k) for i in range(3))
        value = R[k] * derivative(one, n + 1)
        if one[k] > 0:
            value += one[k] * derivative(two, n + 1)
        return value

    middle = np.array([[(-1)**sum(g) * derivative(
        tuple(h[i] + g[i] for i in range(3)), 0) for g in ket_idx]
        for h in bra_idx])
    return prefactor * bra @ middle @ ket.T


def usual(m):
    return boys(m, T)


def replaced(m):
    return attenuated_boys(m, T, s)


# ---- six-dimensional quadrature of the defining integral -----------------
nodes, weights = np.polynomial.hermite.hermgauss(12)
grid = np.stack(np.meshgrid(nodes, nodes, nodes, indexing="ij"), -1).reshape(-1, 3)
flat = weights * np.exp(nodes**2)
volume = np.einsum("i,j,k->ijk", flat, flat, flat).ravel()
r1, r2 = P + grid / np.sqrt(p), Q + grid / np.sqrt(q)
distance = np.maximum(cdist(r1, r2), 1e-12)
kernel = erf(omega * distance) / distance


def gaussian_values(points, centre, exponent, l):
    x = points - centre
    radial = np.exp(-exponent * np.sum(x * x, axis=1))
    return np.array([np.prod(x**np.array(k), axis=1) * radial
                     for k in cartesian_powers(l)])


def pair_values(points, l1, l2, e1, e2, X1, X2):
    f = gaussian_values(points, X1, e1, l1)
    g = gaussian_values(points, X2, e2, l2)
    return np.einsum("ix,jx->ijx", f, g).reshape(-1, len(points))


def quadrature_integrals(ls):
    bra = pair_values(r1, ls[0], ls[1], a, b, A, B) * volume / p**1.5
    ket = pair_values(r2, ls[2], ls[3], c, d, C, D) * volume / q**1.5
    return bra @ kernel @ ket.T


def deviation(x, reference):
    return np.max(np.abs(x - reference)) / np.max(np.abs(reference))


# ---- separate steps ------------------------------------------------------
r_test = 1.3
operator = 2 / np.sqrt(np.pi) * quad(lambda u: np.exp(-(u*r_test)**2), 0, omega)[0]
assert abs(operator - erf(omega * r_test) / r_test) < 1e-12

u_test = 0.7
line = np.linspace(-9, 9, 721)
step = line[1] - line[0]
x1, x2 = np.meshgrid(line, line, indexing="ij")
component = step**2 * np.sum(np.exp(-p*(x1 - P[0])**2 - q*(x2 - Q[0])**2
                                    - u_test**2 * (x1 - x2)**2))
component_formula = (np.pi / np.sqrt(p*q) * np.sqrt(rho / (rho + u_test**2))
                     * np.exp(-rho * u_test**2 * R[0]**2 / (rho + u_test**2)))
assert abs(component / component_formula - 1) < 1e-10


def truncated(m, arg, upper):
    return quad(lambda t: t**(2*m) * np.exp(-arg * t*t), 0, upper,
                epsabs=1e-14, epsrel=1e-12)[0]


for m in range(6):
    assert abs(truncated(m, T, 1.0) - usual(m)) < 1e-11
    assert abs(truncated(m, T, np.sqrt(s)) / replaced(m) - 1) < 1e-9
    h = 1e-3
    slope = (attenuated_boys(m, T + h, s) - attenuated_boys(m, T - h, s)) / (2*h)
    assert abs(slope / truncated(m + 1, T, np.sqrt(s)) + 1) < 1e-6

G1_exact = truncated(1, T, np.sqrt(s))
G1_new_relation = (replaced(0) - np.sqrt(s) * np.exp(-s*T)) / (2*T)
G1_old_relation = (replaced(0) - np.exp(-T)) / (2*T)
assert abs(G1_new_relation / G1_exact - 1) < 1e-9
assert abs(G1_old_relation / G1_exact - 1) > 0.1

# ---- complete integrals --------------------------------------------------
quartet = (2, 1, 1, 1)
by_definition = quadrature_integrals(quartet)
by_rule = formula_integrals(quartet, replaced)
error_rule = deviation(by_rule, by_definition)
assert error_rule < 1e-8
without_power = formula_integrals(quartet, lambda m: np.sqrt(s) * boys(m, s*T))
error_without_power = deviation(without_power, by_definition)
assert error_without_power > 1e-2

labels = ["H1", "H2", "H3", "H4"]
mol = gto.M(atom=[[n, tuple(x)] for n, x in zip(labels, centres)],
            basis={n: [[l, [e, 1.0]]] for n, l, e in
                   zip(labels, quartet, exponents)},
            unit="Bohr", cart=True, verbose=0)
self_overlap = np.array([np.prod([gamma(k + 0.5) / (2*e)**(k + 0.5) for k in pw])
                         for l, e in zip(quartet, exponents)
                         for pw in cartesian_powers(l)])
norms = np.sqrt(np.diag(mol.intor("int1e_ovlp_cart")) / self_overlap)


def library_integrals(range_parameter):
    with mol.with_range_coulomb(range_parameter):
        eri = mol.intor("int2e_cart", aosym="s1")
    n = mol.nao_nr(cart=True)
    eri = eri.reshape(n, n, n, n)
    eri = eri / np.einsum("i,j,k,l->ijkl", norms, norms, norms, norms)
    return eri[0:6, 6:9, 9:12, 12:15].reshape(18, 9)


full_rule = formula_integrals(quartet, usual)
short_rule = formula_integrals(quartet, lambda m: usual(m) - replaced(m))
error_full = deviation(full_rule, library_integrals(0.0))
error_long = deviation(by_rule, library_integrals(omega))
error_short = deviation(short_rule, library_integrals(-omega))
assert max(error_full, error_long, error_short) < 1e-7

ssss_full = formula_integrals((0, 0, 0, 0), usual)[0, 0]
ssss_long = formula_integrals((0, 0, 0, 0), replaced)[0, 0]
ssss_quad = quadrature_integrals((0, 0, 0, 0))[0, 0]
K_AB = np.exp(-a*b/p * np.sum((A - B)**2))
K_CD = np.exp(-c*d/q * np.sum((C - D)**2))
assert abs(prefactor * K_AB * K_CD * replaced(0) / ssss_quad - 1) < 1e-9
psss_full = prefactor*K_AB*K_CD * ((P - A)[0]*usual(0) - rho/p*R[0]*usual(1))
psss_long = prefactor*K_AB*K_CD * ((P - A)[0]*replaced(0) - rho/p*R[0]*replaced(1))
psss_quad = quadrature_integrals((1, 0, 0, 0))[0, 0]
assert abs(psss_long / psss_quad - 1) < 1e-8
assert abs(psss_full / formula_integrals((1, 0, 0, 0), usual)[0, 0] - 1) < 1e-10

# limits, and the picture of one broadened charge cloud
charge_1 = np.sum(pair_values(r1, 0, 0, a, b, A, B) * volume) / p**1.5
charge_2 = np.sum(pair_values(r2, 0, 0, c, d, C, D) * volume) / q**1.5
w = 1e-3
weak = formula_integrals((0, 0, 0, 0),
                         lambda m: attenuated_boys(m, T, w*w/(w*w + rho)))[0, 0]
assert abs(weak / (2*w/np.sqrt(np.pi) * charge_1 * charge_2) - 1) < 1e-5
w = 1e4
strong = formula_integrals(quartet,
                           lambda m: attenuated_boys(m, T, w*w/(w*w + rho)))
assert deviation(strong, full_rule) < 1e-6
q_broad = 1 / (1/q + 1/omega**2)
rho_broad = p * q_broad / (p + q_broad)
broadened = (charge_1 * charge_2 * 2 * np.sqrt(rho_broad / np.pi)
             * boys(0, rho_broad * R @ R))
assert abs(broadened / ssss_quad - 1) < 1e-9

# ---- H2, Hartree-Fock/STO-3G: exchange energy split by range -------------
bond, omega_h2 = 1.4, 0.4
h2 = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond)]], basis="sto-3g",
           unit="Bohr", verbose=0)
mf = scf.RHF(h2)
mf.kernel()
density = mf.make_rdm1()
orbital = mf.mo_coeff[:, 0]
prim_exp = np.concatenate([h2.bas_exp(i) for i in range(2)])
prim_coef = np.concatenate([orbital[i] * h2.bas_ctr_coeff(i)[:, 0]
                            for i in range(2)]) * (2 * prim_exp / np.pi)**0.75
prim_z = np.repeat([0.0, bond], 3)
pair_exp = (prim_exp[:, None] + prim_exp).ravel()
pair_z = ((prim_exp*prim_z)[:, None] + prim_exp*prim_z).ravel() / pair_exp
pair_coef = (np.outer(prim_coef, prim_coef) * np.exp(
    -np.outer(prim_exp, prim_exp) / (prim_exp[:, None] + prim_exp)
    * (prim_z[:, None] - prim_z)**2)).ravel()
pp, qq = pair_exp[:, None], pair_exp[None, :]
rho_all = pp * qq / (pp + qq)
T_all = rho_all * (pair_z[:, None] - pair_z)**2
factor_all = 2*np.pi**2.5 / (pp*qq*np.sqrt(pp + qq)) * np.outer(pair_coef, pair_coef)
s_all = omega_h2**2 / (omega_h2**2 + rho_all)
s_common = omega_h2**2 / (omega_h2**2 + rho_all.mean())
Ex_full = -np.sum(factor_all * boys(0, T_all))
Ex_long = -np.sum(factor_all * attenuated_boys(0, T_all, s_all))
Ex_common = -np.sum(factor_all * attenuated_boys(0, T_all, s_common))


def library_exchange(range_parameter):
    with h2.with_range_coulomb(range_parameter):
        eri = h2.intor("int2e", aosym="s1").reshape(2, 2, 2, 2)
    return -0.25 * np.einsum("ijkl,jk,il->", eri, density, density)


assert abs(Ex_full - library_exchange(0.0)) < 1e-7
assert abs(Ex_long - library_exchange(omega_h2)) < 1e-7
assert abs(Ex_common - Ex_long) > 1e-3
hartree_eV = constants.value("Hartree energy in eV")

# ---- output --------------------------------------------------------------
print("MODEL QUARTET (atomic units, unnormalised primitives)")
print("exponents a b c d [bohr^-2]:", *exponents)
for name, centre in zip("ABCD", centres):
    print(f"centre {name} [bohr]:", *centre)
print(f"omega = {omega} bohr^-1")
print(f"p = {p:.4f}, q = {q:.4f}, rho = {rho:.4f} bohr^-2")
print("P [bohr]:", *[f"{x:.4f}" for x in P])
print("Q [bohr]:", *[f"{x:.4f}" for x in Q])
print(f"T = {T:.6f}, s = {s:.6f}, s*T = {s*T:.6f}")
print("m   F_m(T)     F_m(sT)    G_m(T)  (dimensionless)")
for m in range(6):
    print(f"{m}  {usual(m):.7f}  {boys(m, s*T):.7f}  {replaced(m):.4e}")
print(f"K_AB = {K_AB:.6f}, K_CD = {K_CD:.6f}")
print(f"prefactor 2pi^2.5/(pq sqrt(p+q)) = {prefactor:.6f} bohr^5")
print(f"(ss|ss) full        = {ssss_full:.7f} bohr^5")
print(f"(ss|ss) long, rule  = {ssss_long:.7f} bohr^5")
print(f"(ss|ss) long, 6D    = {ssss_quad:.7f} bohr^5")
print(f"(ss|ss) short       = {ssss_full - ssss_long:.7f} bohr^5")
print(f"(ss|ss) long, broadened cloud = {broadened:.7f} bohr^5")
print(f"broadened exponent of q cloud = {q_broad:.6f} bohr^-2")
print(f"(px s|ss) full       = {psss_full:.7f} bohr^6")
print(f"(px s|ss) long, rule = {psss_long:.7f} bohr^6")
print(f"(px s|ss) long, 6D   = {psss_quad:.7f} bohr^6")
print(f"G_1 by quadrature            = {G1_exact:.7f}")
print(f"G_1 from its own relation    = {G1_new_relation:.7f}")
print(f"G_1 from relation of the F_m = {G1_old_relation:.7f} (wrong)")
print(f"(dp|pp): number of integrals = {by_rule.size}")
print("largest deviation / largest integral:")
print(f"  rule vs 6D quadrature    {error_rule:.1e}")
print(f"  factor s^m left out      {error_without_power:.3f}")
print(f"  full vs pyscf            {error_full:.1e}")
print(f"  long range vs pyscf      {error_long:.1e}")
print(f"  short range vs pyscf     {error_short:.1e}")
print("H2, HARTREE-FOCK/STO-3G")
print(f"bond = {bond} bohr, omega = {omega_h2} bohr^-1")
print(f"rho from {rho_all.min():.4f} to {rho_all.max():.4f} bohr^-2")
print(f"s from {s_all.min():.4f} to {s_all.max():.4f}")
print(f"exchange, full  = {Ex_full:.6f} hartree = {Ex_full*hartree_eV:.3f} eV")
print(f"exchange, long  = {Ex_long:.6f} hartree = {Ex_long*hartree_eV:.3f} eV")
Ex_short = Ex_full - Ex_long
print(f"exchange, short = {Ex_short:.6f} hartree = {Ex_short*hartree_eV:.3f} eV")
print(f"long-range share = {100*Ex_long/Ex_full:.2f} percent")
print(f"common s (mean rho) = {s_common:.4f}")
print(f"long with common s = {Ex_common:.6f} hartree (wrong)")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL QUARTET (atomic units, unnormalised primitives)
exponents a b c d [bohr^-2]: 1.8 1.2 0.9 0.6
centre A [bohr]: 0.0 0.0 0.0
centre B [bohr]: 0.5 -0.2 0.3
centre C [bohr]: 1.4 0.6 -0.4
centre D [bohr]: 1.7 0.3 0.6
omega = 0.5 bohr^-1
p = 3.0000, q = 1.5000, rho = 1.0000 bohr^-2
P [bohr]: 0.2000 -0.0800 0.1200
Q [bohr]: 1.5200 0.4800 -0.0000
T = 2.070400, s = 0.200000, s*T = 0.414080
m   F_m(T)     F_m(sT)    G_m(T)  (dimensionless)
0  0.5901279  0.8775565  3.9246e-01
1  0.1120539  0.2615538  2.3394e-02
2  0.0507212  0.1493835  2.6723e-03
3  0.0307840  0.1038078  3.7139e-04
4  0.0215787  0.0793403  5.6771e-05
5  0.0164395  0.0641361  9.1784e-06
K_AB = 0.760636, K_CD = 0.653901
prefactor 2pi^2.5/(pq sqrt(p+q)) = 3.665101 bohr^5
(ss|ss) full        = 1.0757734 bohr^5
(ss|ss) long, rule  = 0.7154260 bohr^5
(ss|ss) long, 6D    = 0.7154260 bohr^5
(ss|ss) short       = 0.3603474 bohr^5
(ss|ss) long, broadened cloud = 0.7154260 bohr^5
broadened exponent of q cloud = 0.214286 bohr^-2
(px s|ss) full       = 0.3050328 bohr^6
(px s|ss) long, rule = 0.1618495 bohr^6
(px s|ss) long, 6D   = 0.1618495 bohr^6
G_1 by quadrature            = 0.0233941
G_1 from its own relation    = 0.0233941
G_1 from relation of the F_m = 0.0643160 (wrong)
(dp|pp): number of integrals = 162
largest deviation / largest integral:
  rule vs 6D quadrature    2.2e-13
  factor s^m left out      0.626
  full vs pyscf            4.4e-14
  long range vs pyscf      1.4e-15
  short range vs pyscf     8.9e-14
H2, HARTREE-FOCK/STO-3G
bond = 1.4 bohr, omega = 0.4 bohr^-1
rho from 0.1689 to 3.4253 bohr^-2
s from 0.0446 to 0.4865
exchange, full  = -0.674594 hartree = -18.357 eV
exchange, long  = -0.369618 hartree = -10.058 eV
exchange, short = -0.304976 hartree = -8.299 eV
long-range share = 54.79 percent
common s (mean rho) = 0.1317
long with common s = -0.266584 hartree (wrong)
ALL CHECKS PASSED
```
